# Riccati Form of the Takagi–Taupin Equations for Strained Epilayers, part 2

We calculate the Bragg reflectivity $P$ of strained layers on a thick substrate, including scattering back into the incident beam. The $z$ axis points into the crystal from the surface $z=0$; the time factor is $e^{-i\omega t}$, the polarization $\sigma$, and lengths are in nanometres. With $k=2\pi/\lambda$, the wave equation is $\nabla^2 E + k^2 (1+\chi) E = 0$, where

$$ \chi = \chi_0 + \chi_h e^{i(h_x x + h_z z - \varphi)} + \chi_{\bar h} e^{-i(h_x x + h_z z - \varphi)} . $$

Here $\varphi=h_zu$, and $u(z)$ is the displacement relative to the continued substrate lattice. A layer with $1+\varepsilon$ times the substrate spacing along $z$ has $u'=\varepsilon/(1+\varepsilon)$; the prime denotes $d/dz$.

The incident and diffracted wave vectors have $z$ components $k\gamma_0$ and $-k\gamma_h$, with $\gamma_h=\sqrt{1-(k_{0x}+h_x)^2/k^2}$ and $k_{0x}$ the incident lateral component. In symmetric geometry $\gamma_0=\gamma_h=\sin\theta$ and $h_z=-G$, where $G=2\pi/d$ and $d$ is the substrate spacing.

The ratio $R$ of diffracted to incident amplitude, with the lattice phase removed, obeys $iR'=aR^2+2bR+c$, with $a=k\chi_{\bar h}/(2\gamma_0)$, $c=k\chi_h/(2\gamma_h)$, $2b=q-h_zu'+(k\chi_0/2)(1/\gamma_0+1/\gamma_h)$ and $q=k\gamma_0+k\gamma_h+h_z$. Its constant solutions are $R_\pm=(-b\pm s)/a$, with $s=\sqrt{b^2-ac}$ and ${\rm Im}\,s>0$. A thick substrate has $R_{\rm sub}=-c/(s+b)$, and $P=(\gamma_h/\gamma_0)|R(0)|^2$.

For a uniform layer of thickness $w$, with $R=R_b$ at its bottom and $\zeta$ the height above it, the closed solution is

$$ R_{\rm top} = \frac{sR_b+i(bR_b+c)\tan sw}{s-i(aR_b+b)\tan sw} . $$

The phase factor of section 1 for a rigid shift is

$$ R_{\rm above} = R_{\rm below}\, e^{i(\varphi_{\rm above}-\varphi_{\rm below})} . $$

The absorption condition is

$$ {\rm Im}\chi_0 > \tfrac12|\chi_h-\chi_{\bar h}^*| . $$

Without absorption, the symmetric substrate's range of total reflection is

$$ \Delta\theta = \frac{2|\chi_h|}{\sin2\theta} . $$

Second derivatives of the slow amplitudes are neglected, as is the ordinary surface reflection, of amplitude about $-\chi_0/(4\gamma_0^2)$. The asymmetric test uses $\gamma_0=0.30$ and $\gamma_h=0.75$.

### A form for computation

The tangent has poles where $sw$ is an odd multiple of $\pi/2$, and sine and cosine overflow when its imaginary part is large. With ${\rm Im}\,s\ge0$ the number $m=e^{2isw}$ has magnitude at most one. Multiplying $\cos sw$ and $i\sin sw$ by $e^{isw}$ turns them into $(1+m)/2$ and $-(1-m)/2$, so that

$$ R_{\rm top} = \frac{s(1+m)R_b-(1-m)(bR_b+c)}{s(1+m)+(1-m)(aR_b+b)} . $$

For a thick absorbing layer $m\to0$. The result becomes $[(s-b)R_b-c]/(s+b+aR_b)$, which equals $(s-b)/a$ for any $R_b\ne R_-$, because $(s-b)(s+b)=-ac$. The layer has then become a substrate.

When the two roots merge, $s\to0$, numerator and denominator both vanish. Dividing them by $s$ before taking the limit, with $\tan(sw)/s\to w$, gives

$$ R_{\rm top} = \frac{R_b+iw(bR_b+c)}{1-iw(aR_b+b)} . $$

This form should be used when $|sw|$ is so small that $1-m$ loses its digits.

The calculation for one angle then runs as follows.

1. Compute $\gamma_0$, $\gamma_h$ and $q$ from the angle.
2. Compute $a$, $b$, $c$, $s$ for the substrate, with $u'=0$, and from them $R_{\rm sub}$.
3. For each layer from the bottom up, apply the phase factor of section 1 if the interface has a rigid shift. Then compute the layer's coefficients and replace $R_b$ by $R_{\rm top}$.
4. Form $P$ from the last value.

A graded layer is cut into thin lamellae, each with the coefficients of its midpoint. For a smooth profile the deviation from the midpoint is, to first order, odd about the midpoint, and its integral over the lamella vanishes. The remaining error per lamella is of third order in its thickness. As the number of lamellae is inversely proportional to the thickness, the total error is of second order. In the test, 20 and 40 lamellae gave errors in $R$ of $7.4\times10^{-4}$ and $1.8\times10^{-4}$, a ratio of 4.0.

### Thin layers, peaks and fringes

If $|R|$ stays small and the layer is thin enough for $|ac|w^2\ll1$, the term $aR^2$ may be dropped inside the layer. The linear equation $dR/d\zeta=i(2bR+c)$ has the solution

$$ R_{\rm top} = \left(R_b+\frac{c}{2b}\right)e^{2ibw}-\frac{c}{2b} . $$

Write $x=bw$ and use $e^{2ix}-1=2ie^{ix}\sin x$:

$$ R_{\rm top} = R_be^{2ix}+icw\,e^{ix}\,\frac{\sin x}{x} . $$

The first term is the substrate wave after its passage through the layer. The second is the layer's own wave. With absorption neglected, its intensity is greatest at $x=0$ and vanishes at $x=\pm\pi,\pm2\pi,\dots$.

In symmetric geometry the layer centre, ${\rm Re}\,b=0$, satisfies

$$ 2k\sin\theta-\frac{G}{1+\varepsilon}+\frac{k\,{\rm Re}\chi_0}{\sin\theta} = 0 . $$

Multiply by $\sin\theta/k$ and set $g=G/[k(1+\varepsilon)]$. The root of the quadratic that lies near Bragg's law is

$$ \sin\theta = \tfrac14\left(g+\sqrt{g^2-8\,{\rm Re}\chi_0}\right) . $$

On either side of the maximum, consecutive zeros are separated by $\pi$ in $x$; the two zeros that enclose the maximum are $2\pi$ apart. With $dx/d\theta\approx kw\cos\theta$, the fringe spacing is

$$ \Delta\theta_{\rm f} = \frac{\pi}{kw\cos\theta} = \frac{\lambda}{2w\cos\theta} . $$

### Worked example

The parameters are round model values and belong to no particular material. The wavelength is 0.150 nm, so $k=41.8879\ {\rm nm}^{-1}$. The substrate spacing is 0.140 nm, so $G=44.8799\ {\rm nm}^{-1}$. The layer has 1400 periods and $\varepsilon=0.005$, hence $w=1400\times0.140\times1.005=196.98$ nm, or 3722 bohr. The susceptibilities, with $\chi_{\bar h}=\chi_h$, are

- substrate: $\chi_0=(-15+0.30i)\times10^{-6}$, $\chi_h=(-9+0.28i)\times10^{-6}$;
- layer: $\chi_0=(-20+0.60i)\times10^{-6}$, $\chi_h=(-12+0.55i)\times10^{-6}$.

Both satisfy the absorption condition, since $0.28<0.30$ and $0.55<0.60$.

For the layer $g=44.8799/(41.8879\times1.005)=1.06610$. The quadratic gives $\sin\theta=0.53307$ and $\theta=32.2130^\circ$. The substrate centre is at $32.3933^\circ$, which is 649 arcsec higher. At the layer centre

$$ q = 2k\sin\theta-G = -0.22171\ {\rm nm}^{-1} , \qquad Gu' = 0.22328\ {\rm nm}^{-1} . $$

Their sum, $0.00157\ {\rm nm}^{-1}$, is cancelled by the refraction term, and $b$ is purely imaginary. In units of $10^{-4}\ {\rm nm}^{-1}$,

$$ a=c=-4.715+0.216i , \quad b=0.236i , \quad s=0.216+4.721i . $$

The substrate is far from its own peak. Its ratio is nearly $-c/(2b)$ with the substrate's coefficients:

$$ R_{\rm sub} \approx -\frac{-3.54\times10^{-4}}{-0.2229} = -1.59\times10^{-3} . $$

The full value is $(-1.587+0.049i)\times10^{-3}$. For the layer $sw=0.00425+0.09299i$ and $\tan sw=0.00421+0.09272i$. In units of $10^{-4}\ {\rm nm}^{-1}$ the numerator of the closed solution is $0.4357-0.0474i$, and the denominator is $0.2175+4.7424i$. Hence

$$ R(0) = -0.0058-0.0921i , \qquad P = 0.0058^2+0.0921^2 = 0.0085 . $$

The reference calculation solves the wave equation for the same susceptibility by cutting each lattice period into 100 slices. It makes neither the two-wave nor the slow-amplitude approximation. It gives $P=0.008519$, against 0.008521 from the closed form. Sampling the susceptibility at the slice midpoints multiplies $\chi_h$ by $\sin(\pi/100)/(\pi/100)$, which lowers a weak reflectivity by a fraction of about $3.3\times10^{-4}$. The difference is thus no larger than the error of the slicing.

Whole curves are compared by the sum of $|P-P_{\rm ref}|$ divided by the sum of $P_{\rm ref}$ over the angular window. This relative difference, which includes the error of the slicing, is $1.3\times10^{-4}$ around the substrate peak and $7\times10^{-4}$ around the layer peak. The weak-layer formula gives $4\times10^{-3}$ in the latter window. With $u'=\varepsilon$ the error rises to 0.08. The false shift of the mismatch is $G\varepsilon^2/(1+\varepsilon)=0.0011\ {\rm nm}^{-1}$; divided by the fringe spacing $2\pi/w=0.0319\ {\rm nm}^{-1}$, it is 3.5 per cent of a fringe.

An interface phase shift of 1.5 rad was tested between the two peaks, where the waves from substrate and layer are comparable. The error is 0.003 with the phase factor and 0.55 without it. A polar substrate with $|\chi_h|\ne|\chi_{\bar h}|$ tests the places of the two coefficients: the error is $2\times10^{-4}$, and 0.30 if they are exchanged. For the asymmetric substrate, the largest absolute difference in $P$ from the two-wave dispersion relation with second derivatives kept is $2\times10^{-4}$. For a free transparent layer in the same geometry, reflectivity and transmission are 0.6153 and 0.3847, and their sum is one, as flux conservation requires.

The substrate's range of total reflection is 4.11 arcsec. Without absorption, and with $y=|b|/\sqrt{ac}>1$, the reflectivity is $(y-\sqrt{y^2-1})^2$. It falls to one half at $y=3/(2\sqrt2)=1.061$, which gives a full width of 4.36 arcsec. The full-wave curve, with absorption and the layer present, has a width of about 4.3 arcsec and a maximum of 0.958. It was sampled in steps of 0.06 arcsec, too coarse to resolve a difference from 4.36 arcsec.

### Reading strain and thickness from a curve

The full-wave curve can be treated as a measurement. The strain read from it is the change of the layer spacing relative to the substrate. It is not the elastic strain of the layer, which also requires the layer's own unstrained spacing. Solving the peak condition for the strain gives

$$ \varepsilon = \frac{G}{2k\sin\theta+k\,{\rm Re}\chi_0/\sin\theta}-1 . $$

The layer maximum yields $\varepsilon=0.004989$, too small by $1.1\times10^{-5}$. The substrate wave explains the difference. In the weak-layer formula neglect absorption and write $R_b=-B$ and $cw=-A$, with $B=0.00159$ and $A=0.0929$. Then

$$ |R_{\rm top}|^2 = \left|\,iA\frac{\sin x}{x}+Be^{ix}\right|^2 = A^2\frac{\sin^2x}{x^2}+2AB\frac{\sin^2x}{x}+B^2 . $$

Near $x=0$ this is $A^2(1-x^2/3)+2ABx+B^2$, with its maximum at $x=3B/A=0.051$. The mismatch there is $2b=2x/w$, and the strain is misread by $-2x/(wG)=-1.2\times10^{-5}$, in agreement with the value found within the angular step of the curve. A fit of the whole curve with the closed solution includes this interference.

The first minima on the two sides of the peak are less affected. The terms with $A$ contain $\sin^2x$, so both they and their slopes vanish at $x=\pm\pi$. With constant $B$ these points remain minima, since $A>2\pi B$ here. They are $4\pi/w$ apart in $2b$, which changes by $2k$ times the change of $\sin\theta$, so

$$ w = \frac{2\pi}{k(\sin\theta_2-\sin\theta_1)} . $$

The curve gives 197.0 nm, in agreement with the input. Its angular step is 1/200 of the fringe spacing, and a shift of one minimum by one step changes the result by about 0.5 nm. The closer agreement in the numerical output has no significance: the angular grid was built from the calculated layer centre and fringe spacing, and so contains the points $x=\pm\pi$. The fringe spacing is 92.8 arcsec.

The differentiated Bragg law takes the peak separation times $\cot\theta$, here with the substrate angle; the smaller layer angle would give a slightly larger strain. For the calculated centres, $649.25$ arcsec $=3.148\times10^{-3}$ rad gives $\varepsilon\approx0.00496$. The deficit has two main parts. The second-order term of the expansion of $\sin\theta_{\rm sub}/\sin\theta_{\rm lay}$, which is $(\frac12+\cot^2\theta)$ times the squared separation, contributes $3.0\times10^{-5}$. The difference in refraction contributes about $0.9\times10^{-5}$. Using the maxima of the curve instead of the centres lowers the result further, to 0.004936. The layer maximum is displaced by interference, as shown above; the rest of this change implies that the substrate maximum lies off the centre of its range.

### Where the result fails

The solution assumes a plane wave, $\sigma$ polarization, one active reflection and a laterally uniform crystal. Lateral relaxation of the layer, misfit dislocations and rough interfaces violate the last condition. Near grazing incidence or exit the second derivatives and the surface reflection must be restored. The wings of the curve are also affected. The neglected surface reflection has an amplitude of about $2\times10^{-5}$ near the peaks of the example and varies as $1/\gamma_0^2$. In symmetric geometry it leaves in the direction of the diffracted wave and interferes with it, so the relative error of $P$ is about twice the ratio of the two amplitudes. At an angle $\Delta\theta$ from a peak the diffracted amplitude is of order $|\chi_h|/(2|\Delta\theta|\sin2\theta)$, about $4\times10^{-4}$ one degree from the layer peak. The error there is already about ten per cent, and the neglected second derivatives add to it. Many degrees from every Bragg condition the two amplitudes become comparable and the result fails altogether. The agreement with the full wave equation supports the approximations for the given susceptibility. It says nothing about whether that susceptibility describes a real film. The numerical output below lists the values to more digits.

## Computed results

```
wavelength: 0.150 nm
wave number K: 41.8879 1/nm
substrate spacing: 0.140 nm
substrate G: 44.8799 1/nm
substrate chi0: -1.5000e-05+3.0000e-07j
substrate chih = chihbar: -9.0000e-06+2.8000e-07j
layer chi0: -2.0000e-05+6.0000e-07j
layer chih = chihbar: -1.2000e-05+5.5000e-07j
layer strain: 0.0050
layer u': 0.0049751
layer periods: 1400
layer thickness: 196.980 nm
layer thickness: 3722.4 bohr
substrate centre angle: 32.39332 deg
layer centre angle: 32.21297 deg
centre separation: 649.25 arcsec
total-reflection range: 4.106 arcsec
substrate FWHM, full wave: 4.249 arcsec
substrate peak P, full wave: 0.9582
fringe spacing: 92.82 arcsec
at layer centre: q: -0.221711 1/nm
at layer centre: a = c: -4.7147e-04+2.1609e-05j 1/nm
at layer centre: b: 1.9255e-15+2.3574e-05j 1/nm
at layer centre: s: 2.1582e-05+4.7206e-04j 1/nm
at layer centre: R substrate: -1.5865e-03+4.9189e-05j
at layer centre: R surface: -5.7592e-03-9.2132e-02j
at layer centre: P closed form: 0.008521
at layer centre: P full wave: 0.008519
curve error, substrate peak: 1.34e-04
curve error, layer peak: 7.15e-04
same with u' = strain: 8.15e-02
same, weak-layer formula: 3.89e-03
interface phase shift tested: 1.50 rad
curve error with shift kept: 2.77e-03
curve error with shift ignored: 5.54e-01
polar crystal curve error: 1.72e-04
same, chih and chihbar swapped: 2.99e-01
asymmetric test g0, gh: 0.30, 0.75
asymmetric peak P: 0.9609
asymmetric largest P error: 1.85e-04
closed form minus integration: 9.1e-13
free clear layer: P: 0.615319
free clear layer: T: 0.384681
graded layer error, 20 lamellae: 7.36e-04
graded layer error, 40 lamellae: 1.84e-04
ratio of these errors: 4.001
strain from layer peak: 0.004989
strain from peak separation: 0.004936
thickness from first minima: 196.98 nm
```
